**Blanc's law at zero field and its failure at strong field**

For trace ions in a gas mixture, Blanc's law reads $1/K_{\rm mix}=\sum_j x_j/K_j$, where $K$ is the mobility, $x_j$ a mole fraction, and all mobilities refer to the same total gas density and temperature. The program expands the zero-field collision operator in velocity space and asserts that the first approximation is reproduced and that Blanc's law does not underestimate the example's mobility. It asserts the two Gaussian averages behind the two-temperature theory by direct sampling, and the quadratic onset of the error against a numerical solution of the balances. A Monte Carlo ion swarm then tests the strong-field drift speeds, the validity of the law for speed-independent collision rates, and both signs of the error for cold hard spheres. In the example (ion of 24 u, gases of 40 u and 4 u in equal parts, 400 K) Blanc's mobility is 0.05 % too high at zero field and 11.6 % too high at 500 Td. Combining pure-gas mobilities at equal effective collision temperature instead of equal $E/N$ reduces the 500 Td error to 0.4 % in magnitude. The output also sizes ion–ion friction, collisions energetic enough to excite the ion, and the energy-relaxation length.

## Verification by program

```python
"""
Blanc's law for trace ions in a gas mixture: 1/K_mix = sum_j x_j/K_j.
It is tested at zero field, and its failure is tested at strong field.
K: mobility, x_j: mole fraction, m: ion mass, M_j: gas mass, mu_j: reduced mass.
k_j(g) = k0_j + s_j*g: momentum-transfer rate coefficient at relative speed g.
beta_j = mu_j*kbar_j: friction per unit gas density; F = q*E/N: reduced force.
Internal units: mass u, speed km/s, rate coefficient 1e-10 cm3/s,
cross section 1e-15 cm2, energy u*(km/s)^2. Scattering is isotropic in the
centre-of-mass frame, so total and momentum-transfer cross sections agree.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma

U = sc.atomic_mass
ENERGY = U * 1e6                         # J per internal energy unit
TD = sc.e * 1e-21 / (U * 1e3 * 1e-16)    # internal force per townsend
LOSCHMIDT = sc.physical_constants[
    "Loschmidt constant (273.15 K, 101.325 kPa)"][0]
C_HARD = 8 / 3 * np.sqrt(2 / np.pi)


def reduced_mobility(drift, force):
    """Mobility at standard gas density, cm2/(V s)."""
    return drift * 1e3 / (force / TD * 1e-21) / LOSCHMIDT * 1e4


def friction(kT_eff, m, gas):
    M, k0, s = gas.T
    mu = m * M / (m + M)
    return mu * (k0 + C_HARD * s * np.sqrt(kT_eff / mu))


def two_temperature(force, kT, m, gas, x):
    """Drift speed, ion kT and effective kT of collisions with each gas."""
    M = gas[:, 0]

    def state(log_excess):
        kT_ion = kT + np.exp(log_excess)
        kT_eff = (m * kT + M * kT_ion) / (m + M)
        return kT_ion, kT_eff, friction(kT_eff, m, gas)

    def imbalance(log_excess):
        beta = state(log_excess)[2]
        loss = 3 * np.exp(log_excess) * np.sum(x * beta / (m + M))
        return np.log(loss * np.sum(x * beta) / force**2)

    root = brentq(imbalance, -40, 30, xtol=1e-13, maxiter=300)
    kT_ion, kT_eff, beta = state(root)
    return force / np.sum(x * beta), kT_ion, kT_eff


PURE = np.eye(2)


def blanc_error(force, kT, m, gas, x):
    """K_Blanc/K_mix - 1 at equal E/N, two-temperature theory."""
    v_mix = two_temperature(force, kT, m, gas, x)[0]
    v_pure = np.array([two_temperature(force, kT, m, gas, p)[0] for p in PURE])
    return 1 / v_mix / np.sum(x / v_pure) - 1


def swarm(force, kT, m, gas, x, seed, threshold=np.inf):
    """Monte Carlo drift speed, its standard error, and the fraction of
    collisions whose centre-of-mass energy exceeds the threshold."""
    rng = np.random.default_rng(seed)
    ions, burn, steps = 4000, 250, 950
    M, k0, s = gas.T
    v0, kT_ion, _ = two_temperature(force, kT, m, gas, x)
    mean_v2 = 3 * kT_ion / m
    caps = k0 + s * 4 * np.sqrt(mean_v2 + 3 * kT / M)
    cap = np.max(caps[x > 0])
    v = rng.normal(size=(ions, 3)) * np.sqrt(max(mean_v2 - v0**2, 0) / 3)
    v[:, 2] += v0
    total = np.zeros(ions)
    overflow = hits = energetic = 0
    for step in range(steps):
        # Events at a constant rate sample the stationary time average.
        v[:, 2] += force / m * rng.exponential(1 / cap, ions)
        if step >= burn:
            total += v[:, 2]
        j = (rng.random(ions) >= x[0]).astype(int)
        Mj = M[j]
        u = rng.normal(size=(ions, 3)) * np.sqrt(kT / Mj)[:, None]
        rel = v - u
        g = np.sqrt(np.einsum("ij,ij->i", rel, rel))
        rate = k0[j] + s[j] * g
        overflow += np.count_nonzero(rate > cap * (1 + 1e-12))
        hit = rng.random(ions) * cap < rate
        n = rng.normal(size=(ions, 3))
        n /= np.sqrt(np.einsum("ij,ij->i", n, n))[:, None]
        share = (Mj / (m + Mj))[:, None]
        after = v - share * rel + share * g[:, None] * n
        v = np.where(hit[:, None], after, v)
        if step >= burn:
            hits += np.count_nonzero(hit)
            cm_energy = 0.5 * m * Mj / (m + Mj) * g**2
            energetic += np.count_nonzero(hit & (cm_energy > threshold))
    assert overflow < 1e-5 * ions * steps
    means = total / (steps - burn)
    return means.mean(), means.std() / np.sqrt(ions), energetic / hits


def collision_matrix(kT, m, one_gas, size):
    """Zero-field collision operator in the basis v*(m v^2/2kT)^a."""
    M, k0, s = one_gas
    mu, share = m * M / (m + M), M / (m + M)
    t, w = np.polynomial.legendre.leggauss(64)
    t, w = 5 * (t + 1), 5 * w
    w = w * np.sqrt(2 / np.pi) * t**2 * np.exp(-t**2 / 2)
    c, wc = np.polynomial.legendre.leggauss(16)
    wc = wc / 2
    V = (t * np.sqrt(kT / (m + M)))[:, None, None]
    g = (t * np.sqrt(kT / mu))[None, :, None]
    v2 = V**2 + (share * g)**2 + 2 * share * V * g * c
    along = V + share * g * c
    h = [(m * v2 / (2 * kT))**a for a in range(size)]
    mean = [(h[a] * along) @ wc for a in range(size)]
    weight = w[:, None] * w[None, :] * (k0 + s * g[:, :, 0])
    J = np.empty((size, size))
    for a in range(size):
        for b in range(size):
            before = (h[a] * h[b] * v2) @ wc
            J[a, b] = np.sum(weight * (before - mean[a] * mean[b])) / 3
    return J


def operator_friction(J, kT, m):
    a = np.arange(len(J))
    drive = 2 * kT / (3 * m) * gamma(a + 2.5) / gamma(1.5)
    return kT / (drive @ np.linalg.solve(J, drive))


# ---------------- example parameters ----------------
m = 24.0
T = 400.0
kT = sc.k * T / ENERGY
gas = np.array([[40.0, 8.0, 3.0],        # heavy gas A: M, k0, s
                [4.0, 6.0, 1.0]])        # light gas B
x = np.array([0.5, 0.5])
M = gas[:, 0]
pressure_mTorr = 100.0
N = pressure_mTorr * 1e-3 * sc.torr / (sc.k * T)

# ---------------- zero field: collision operator ----------------
beta0 = friction(kT, m, gas)
beta_mix0 = np.sum(x * beta0)
for j in range(2):
    first = operator_friction(collision_matrix(kT, m, gas[j], 1), kT, m)
    assert abs(first / beta0[j] - 1) < 1e-7
full = {}
for size in (4, 5):
    Js = [collision_matrix(kT, m, gas[j], size) for j in range(2)]
    full[size] = np.array([operator_friction(J, kT, m) for J in Js]
                          + [operator_friction(x[0]*Js[0] + x[1]*Js[1], kT, m)])
assert np.max(np.abs(full[5] / full[4] - 1)) < 1e-4
zero_excess = full[5][2] / np.sum(x * full[5][:2]) - 1
first_order_error = full[5][2] / beta_mix0 - 1
assert zero_excess > -1e-9               # Blanc never underestimates K here


def heavy_gas_friction(k0, s):
    """Infinitely heavy gas, m = kT = 1: beta = 3/<v^2/k(v)>."""
    f = lambda v: np.sqrt(2/np.pi) * v**4 * np.exp(-v*v/2) / (k0 + s*v)
    return 3 / quad(f, 0, 12)[0]


lorentz_mix = heavy_gas_friction(1.0, 0.5)
lorentz_sum = 0.5 * heavy_gas_friction(2., 0.) + 0.5 * heavy_gas_friction(0., 1.)
lorentz_excess = lorentz_mix / lorentz_sum - 1
assert lorentz_excess > 0.01
J_heavy = collision_matrix(1.0, 1.0, (1e5, 1.0, 0.5), 5)
assert abs(operator_friction(J_heavy, 1.0, 1.0) / lorentz_mix - 1) < 5e-3

# ---------------- Gaussian averages by direct sampling ----------------
rng = np.random.default_rng(5)
count, hot = 400000, 5 * kT
for j in range(2):
    Mj, k0j, sj = gas[j]
    v = rng.normal(size=(count, 3)) * np.sqrt(hot / m)
    u = rng.normal(size=(count, 3)) * np.sqrt(kT / Mj)
    rel = v - u
    g = np.linalg.norm(rel, axis=1)
    n = rng.normal(size=(count, 3))
    n /= np.linalg.norm(n, axis=1)[:, None]
    after = (m * v + Mj * u + Mj * g[:, None] * n) / (m + Mj)
    k = k0j + sj * g
    lost_energy = np.mean(k * 0.5 * m * np.sum(v**2 - after**2, axis=1))
    lost_momentum = np.mean(k * m * np.sum((v - after) * v, axis=1)) * m/(3*hot)
    b = friction((m * kT + Mj * hot) / (m + Mj), m, gas)[j]
    # Sampling noise is a few tenths of a percent.
    assert abs(lost_energy / (3 * (hot - kT) * b / (m + Mj)) - 1) < 0.02
    assert abs(lost_momentum / b - 1) < 0.02

# ---------------- onset of the failure ----------------
mu = m * M / (m + M)
slope = mu * C_HARD * gas[:, 2] / (2 * np.sqrt(mu * kT))
M_star = beta_mix0 / np.sum(x * beta0 / (m + M))
bracket = M_star / ((m + M) * beta_mix0**2) - 1 / beta0**2
onset = np.sum(x * slope * M / 3 * bracket) / beta_mix0 * TD**2
assert abs(blanc_error(2 * TD, kT, m, gas, x) / (4 * onset) - 1) < 0.02
one_percent = brentq(lambda e: blanc_error(e*TD, kT, m, gas, x) - 0.01, 2, 200)

# ---------------- cold hard spheres: both signs ----------------
sign_cases = {}
for name, spheres in (
        ("equal masses", np.array([[1., 0., 1.], [1., 0., 9.]])),
        ("equal mu*s", np.array([[10., 0., 1.], [0.1, 0., 10.]]))):
    Mh, _, sh = spheres.T
    a, R = Mh / (1 + Mh) * sh, 1 + Mh
    A, B = np.sum(x * a), np.sum(x * a / R)
    formula = (A**3 / B)**0.25 / np.sum(x * np.sqrt(a) * R**0.25) - 1
    assert abs(blanc_error(1.0, 0.0, 1.0, spheres, x) - formula) < 1e-8
    runs = [swarm(1.0, 0.0, 1.0, spheres, f, 20 + i)[0]
            for i, f in enumerate((x, PURE[0], PURE[1]))]
    sampled = 1 / runs[0] / (x[0] / runs[1] + x[1] / runs[2]) - 1
    # Equal masses: exact scaling, noise only. Otherwise: closure error too.
    assert abs(sampled - formula) < (0.02 if name == "equal masses" else 0.05)
    sign_cases[name] = (formula, sampled)
assert sign_cases["equal masses"][1] > 0 > sign_cases["equal mu*s"][1]

# ---------------- example at strong field: Monte Carlo ----------------
strong = 500.0
F = strong * TD
eV = sc.e / ENERGY
threshold_eV = 4.0
fractions = (PURE[0], PURE[1], x)
theory = [two_temperature(F, kT, m, gas, f) for f in fractions]
mc = [swarm(F, kT, m, gas, f, 40 + i, threshold_eV * eV)
      for i, f in enumerate(fractions)]
for t, s in zip(theory, mc):
    # The zero-centred Gaussian closure can err by about a tenth.
    assert abs(t[0] / s[0] - 1) < 0.12
    assert s[1] / s[0] < 0.01
mc_error = 1 / mc[2][0] / (x[0] / mc[0][0] + x[1] / mc[1][0]) - 1
tt_error = blanc_error(F, kT, m, gas, x)
assert mc_error > 0.05 and abs(mc_error - tt_error) < 0.05

# Speed-independent rates: Blanc's law must hold at the same strong field.
constant = gas.copy()
constant[:, 2] = 0
v_const = swarm(F, kT, m, constant, x, 50)[0]
const_error = np.sum(x * mu * constant[:, 1]) * v_const / F - 1
assert abs(const_error) < 0.015

# Pure-gas mobilities taken at the effective temperatures of the mixture.
kT_eff_mix = theory[2][2]
v_match = np.sqrt(3 * (kT_eff_mix - kT) / M)
F_match = friction(kT_eff_mix, m, gas) * v_match
mc_match = [swarm(F_match[j], kT, m, gas, PURE[j], 60 + j)[0] for j in range(2)]
matched_error = (F / mc[2][0]) / np.sum(x * F_match / np.array(mc_match)) - 1
assert abs(matched_error) < 0.5 * abs(mc_error)

# ---------------- size of neglected effects ----------------
ion_density = 1e16                       # m^-3, rough
mu_ii = m * 40 / (m + 40) * U
coul = sc.e**2 / (4 * np.pi * sc.epsilon_0)
debye = np.sqrt(sc.epsilon_0 * sc.k * T / (ion_density * sc.e**2))
log_c = np.log(debye * 3 * sc.k * T / coul)
k_ii = (4 * np.sqrt(2*np.pi) / 3 * coul**2 * log_c
        / (np.sqrt(mu_ii) * (sc.k * T)**1.5))
ion_drag = ion_density * mu_ii * k_ii / (N * beta_mix0 * U * 1e-16)
beta_hot = friction(kT_eff_mix, m, gas)
energy_rate = 2 * np.sum(x * beta_hot / (m + M)) * 1e-16 * N
relax_mm = theory[2][0] * 1e3 / energy_rate * 1e3

# ---------------- output ----------------
print(f"ion mass {m:.0f} u; gas masses A {M[0]:.0f}, B {M[1]:.0f} u")
print(f"k0: A {gas[0,1]:.0f}e-10, B {gas[1,1]:.0f}e-10 cm3/s")
print(f"s: A {gas[0,2]:.0f}e-15, B {gas[1,2]:.0f}e-15 cm2")
print(f"x_A = {x[0]}, T = {T:.0f} K, p = {pressure_mTorr:.0f} mTorr")
print(f"gas density N = {N*1e-6:.3e} cm^-3")
print(f"kbar zero field: A {beta0[0]/mu[0]:.3f}, "
      f"B {beta0[1]/mu[1]:.3f} (1e-10 cm3/s)")
print(f"reduced masses: A {mu[0]:.3f}, B {mu[1]:.3f} u")
print("Zero field, first approximation, reduced mobility (cm2/Vs):")
print(f"  A {reduced_mobility(1/beta0[0], 1):.3f}, "
      f"B {reduced_mobility(1/beta0[1], 1):.3f}, "
      f"mixture {reduced_mobility(1/beta_mix0, 1):.3f}")
print(f"converged operator: Blanc K too high by {100*zero_excess:.4f} %")
print(f"converged/first friction of mixture - 1: {100*first_order_error:.4f} %")
print(f"heavy-gas case: Blanc K too high by {100*lorentz_excess:.2f} %")
print(f"onset coefficient {onset:.3e} per Td^2; M* = {M_star:.2f} u")
print(f"Blanc error reaches 1 % at {one_percent:.1f} Td")
print("Two-temperature theory: E/N (Td), K_mix, K_Blanc (cm2/Vs), error (%)")
for e in (10, 30, 100, 300, 500, 1000):
    K = reduced_mobility(two_temperature(e*TD, kT, m, gas, x)[0], e*TD)
    err = blanc_error(e * TD, kT, m, gas, x)
    print(f"  {e:5d} {K:8.3f} {K*(1+err):8.3f} {100*err:7.2f}")
print(f"At {strong:.0f} Td (E = {strong*1e-21*N/100:.2f} V/cm):")
print("  gas, drift (km/s): theory, Monte Carlo, standard error")
for name, t, s in zip(("A", "B", "mix"), theory, mc):
    print(f"  {name:4s} {t[0]:.3f} {s[0]:.3f} {s[1]:.3f}")
print("  Monte Carlo K (cm2/Vs): " + ", ".join(
    f"{n} {reduced_mobility(s[0], F):.3f}" for n, s in zip(("A", "B", "mix"), mc)))
print(f"  Monte Carlo K_Blanc {reduced_mobility(mc[2][0], F)*(1+mc_error):.3f}"
      f" cm2/Vs, error {100*mc_error:.1f} %")
to_K = ENERGY / sc.k
print(f"  T_eff with A: pure {theory[0][2][0]*to_K:.0f} K, "
      f"mixture {kT_eff_mix[0]*to_K:.0f} K")
print(f"  T_eff with B: pure {theory[1][2][1]*to_K:.0f} K, "
      f"mixture {kT_eff_mix[1]*to_K:.0f} K")
print(f"  constant-rate model, Monte Carlo error {100*const_error:.2f} %")
print(f"  matched E/N: A {F_match[0]/TD:.1f}, B {F_match[1]/TD:.1f} Td")
print(f"  equal-T_eff rule, Monte Carlo error {100*matched_error:.1f} %")
print("Cold hard spheres, Blanc K error (%): formula, Monte Carlo")
for name, values in sign_cases.items():
    print(f"  {name}: {100*values[0]:.1f}, {100*values[1]:.1f}")
print("Neglected effects:")
print(f"  ion-ion/gas friction, zero field: {100*ion_drag:.1f} %"
      f" at {ion_density*1e-6:.0e} cm^-3")
print(f"  collisions above {threshold_eV:.0f} eV at {strong:.0f} Td: "
      f"A {100*mc[0][2]:.2f}, B {100*mc[1][2]:.2f}, mix {100*mc[2][2]:.2f} %")
print(f"  energy relaxation length at {strong:.0f} Td: {relax_mm:.2f} mm")
print("tests ok")
```

Printed output:

```
ion mass 24 u; gas masses A 40, B 4 u
k0: A 8e-10, B 6e-10 cm3/s
s: A 3e-15, B 1e-15 cm2
x_A = 0.5, T = 400 K, p = 100 mTorr
gas density N = 2.414e+15 cm^-3
kbar zero field: A 11.006, B 8.096 (1e-10 cm3/s)
reduced masses: A 15.000, B 3.429 u
Zero field, first approximation, reduced mobility (cm2/Vs):
  A 2.175, B 12.938, mixture 3.724
converged operator: Blanc K too high by 0.0466 %
converged/first friction of mixture - 1: -0.1747 %
heavy-gas case: Blanc K too high by 3.46 %
onset coefficient 1.601e-05 per Td^2; M* = 54.01 u
Blanc error reaches 1 % at 26.9 Td
Two-temperature theory: E/N (Td), K_mix, K_Blanc (cm2/Vs), error (%)
     10    3.709    3.715    0.16
     30    3.607    3.650    1.20
    100    3.091    3.262    5.53
    300    2.274    2.502   10.00
    500    1.894    2.113   11.55
   1000    1.438    1.628   13.16
At 500 Td (E = 12.07 V/cm):
  gas, drift (km/s): theory, Monte Carlo, standard error
  A    1.715 1.735 0.002
  B    8.223 8.861 0.006
  mix  2.544 2.599 0.003
  Monte Carlo K (cm2/Vs): A 1.291, B 6.596, mix 1.935
  Monte Carlo K_Blanc 2.160 cm2/Vs, error 11.6 %
  T_eff with A: pure 5118 K, mixture 9583 K
  T_eff with B: pure 11244 K, mixture 2499 K
  constant-rate model, Monte Carlo error 0.06 %
  matched E/N: A 844.9, B 144.5 Td
  equal-T_eff rule, Monte Carlo error -0.4 %
Cold hard spheres, Blanc K error (%): formula, Monte Carlo
  equal masses: 11.8, 11.8
  equal mu*s: -16.4, -18.4
Neglected effects:
  ion-ion/gas friction, zero field: 12.2 % at 1e+10 cm^-3
  collisions above 4 eV at 500 Td: A 0.68, B 2.59, mix 4.09 %
  energy relaxation length at 500 Td: 1.57 mm
tests ok
```
